Averaging Adsorption Rates over Randomly Occupied Neighbours

**Problem**

A molecule adsorbs on an empty surface site that has four nearest neighbours. Each occupied neighbour raises the adsorption barrier by 2kT, where k is Boltzmann's constant and T the temperature. The increments add, and the prefactor of the rate is the same for every site. The layer is half-filled at random: each neighbour is occupied with probability 1/2, independently of the others.

(a) Find the mean adsorption rate per empty site.

(b) Find the rate obtained by first averaging the barrier, and the ratio of the two rates.

(c) Which sites cause the difference?

(d) Evaluate both rates for a precursor pulse at 473 K and 0.10 Torr. The molecular mass is 72.09 u, the site density 4.0 per nm², and the barrier with no occupied neighbour 0.20 eV. Assume that every impinging molecule tries the site it lands on, and succeeds with the Boltzmann factor of the barrier.

**Hints**

1. Adsorption events on different sites are parallel channels. Which quantity adds up over the sites, the barrier or the rate?

2. Write the number of occupied neighbours as a sum of four independent variables, each 0 or 1. What happens to the average of a product of independent factors?

3. To compare the two rates, take the factor exp(−1) out of each of the four averages.

4. For part (c), multiply the probability of each number of occupied neighbours by the rate that belongs to it.

**Solution**

**(a) The average of the local rates**

Let n be the number of occupied neighbours, w the barrier increment and a = w/kT, so that a = 2 here. With k₀ the rate at n = 0, the local rate is

k(n) = k₀ exp(−an).

In a short time dt, an empty site i adsorbs a molecule with probability k(nᵢ) dt. The expected number of adsorption events on M empty sites is the sum of these probabilities,

Σᵢ k(nᵢ) dt = M ⟨k⟩ dt.

The quantity to average is therefore the rate. The barriers of different sites do not add up. Even if one molecule had to pass all the sites in turn, the quantities to add would be the mean waiting times 1/k, not the barriers.

Write n = s₁ + s₂ + s₃ + s₄, where sⱼ is 1 if neighbour j is occupied and 0 if it is empty. The exponential becomes a product of four factors. Because the neighbours are independent, the average of the product is the product of the averages:

⟨exp(−an)⟩ = ⟨exp(−as₁)⟩ ⟨exp(−as₂)⟩ ⟨exp(−as₃)⟩ ⟨exp(−as₄)⟩.

Each factor equals 1 with probability 1/2 and exp(−a) with probability 1/2. Hence

⟨k⟩ = k₀ [(1 + e⁻ᵃ)/2]⁴.

For a = 2 this gives ⟨k⟩ = 0.1038 k₀.

**(b) The rate at the mean barrier**

The mean number of occupied neighbours is 4 × 1/2 = 2, so the mean barrier rise is 2w = 4kT. The corresponding rate is

k(⟨n⟩) = k₀ exp(−2a) = k₀ exp(−4) = 0.0183 k₀.

For the ratio, rewrite each factor of the average as

(1 + e⁻ᵃ)/2 = e^(−a/2) (e^(a/2) + e^(−a/2))/2 = e^(−a/2) cosh(a/2).

The fourth power contains exp(−2a), which is the mean-barrier factor and cancels in the ratio:

R = ⟨k⟩ / k(⟨n⟩) = cosh⁴(a/2) = cosh⁴(1) = 5.67.

Averaging the local rates thus gives about 5.7 times the rate calculated from the mean barrier.

The direction of the difference does not depend on the numbers. A convex curve lies on or above its tangent. For the tangent to exp(−an) at the mean m = ⟨n⟩ this means

exp(−an) ≥ exp(−am) [1 − a(n − m)].

On averaging, the term in n − m vanishes, and ⟨exp(−an)⟩ ≥ exp(−am) remains. A spread of barriers with a given mean can thus raise the average rate but cannot lower it.

Two limits show how the ratio depends on the interaction. For small a, ln cosh(a/2) ≈ a²/8, so

R ≈ exp(a²/2).

At a = 2 this estimate gives 7.39, about 30 % above the true ratio, so the interaction is no longer weak. For large a, e⁻ᵃ becomes negligible beside 1 and ⟨k⟩ tends to k₀/16. The remaining rate comes from the one site in sixteen that has no occupied neighbour. The mean-barrier rate k₀ exp(−2a) tends to zero in the same limit.

**(c) Where the rate comes from**

The probability of n occupied neighbours is the number of ways to choose them, divided by the 16 equally likely configurations. The share of the total rate is this probability times exp(−2n), divided by 0.1038.

n = 0: probability 0.0625, share of the rate 60 %

n = 1: probability 0.2500, share 33 %

n = 2: probability 0.3750, share 7 %

n = 3: probability 0.2500, share 0.6 %

n = 4: probability 0.0625, share 0.02 %

The most common site, with n = 2, contributes little. Sites with at most one occupied neighbour make up less than a third of the empty sites and carry about 93 % of the rate.

The same fact appears in the mean of n over successful adsorption events. Weighting by the rate changes the odds of an occupied against an empty neighbour from 1:1 to e⁻ᵃ:1. Each neighbour is then occupied with probability e⁻ᵃ/(1 + e⁻ᵃ), and

⟨n⟩ over events = 4e⁻ᵃ/(1 + e⁻ᵃ) = 0.48,

compared with 2 over all empty sites.

The result needs the randomness as well as the half-filling. Suppose that alternate rows of a square lattice are full and empty. The layer is again half-filled, but every empty site has two occupied neighbours, one on each side of its row. All barriers are then equal and the ratio is 1.

**(d) The precursor pulse**

At 473 K, kT = 0.04076 eV, so the increment is w = 2kT = 0.0815 eV. The impingement flux of an ideal gas with pressure p and molecular mass m is

Φ = p/√(2πmkT) = 1.90 × 10²³ m⁻² s⁻¹,

with p in pascals and kT in joules. Dividing by 4.0 × 10¹⁸ sites per m² gives 4.76 × 10⁴ impacts per site and second. The success probability without occupied neighbours is

exp(−0.20/0.04076) = 7.40 × 10⁻³,

so k₀ = 4.76 × 10⁴ s⁻¹ × 7.40 × 10⁻³ = 352 s⁻¹. At half coverage,

⟨k⟩ = 0.1038 × 352 s⁻¹ = 36.5 s⁻¹,

k(⟨n⟩) = 0.0183 × 352 s⁻¹ = 6.4 s⁻¹.

An effective barrier rise can be defined by ⟨k⟩ = k₀ exp(−ΔE/kT). It is

ΔE = −kT ln(0.1038) = 2.26 kT = 0.092 eV,

compared with a mean rise of 4kT = 0.163 eV.

The mass is that of trimethylaluminium, and the temperature, pressure and site density are round values of the size met in its atomic layer deposition on a hydroxylated oxide. The barrier of 0.20 eV and the increment of 2kT are premises of the problem, not measured properties of this precursor. Two of the model's assumptions are doubtful in the real process. First, the ligands of an adsorbed molecule can block a neighbouring site altogether. If any occupied neighbour did so, only the sites with n = 0 would react, and in a random half-filled layer taken as given the mean rate would fall from 0.1038 k₀ to 0.0625 k₀, a loss of 40 %. Such a layer would not form by adsorption of blocking molecules that stay where they land. On the square lattice that filling stops at a coverage of about 0.364, where no site with n = 0 is left and the rate is zero. Second, fragments bound chemically to the oxide may hardly move during a pulse, and the layer then does not stay random. In the first variation, without blocking, this lowers the mean rate at half coverage to about one twelfth of its value for a random layer. Desorption is a small correction only for strongly bound fragments. With an assumed barrier of 1.5 eV and 10¹³ attempts per second, its rate is 1.0 × 10⁻³ s⁻¹. This is about 3 × 10⁻⁵ of the adsorption rate of the random layer at half coverage, and 3 × 10⁻⁴ of that of the immobile layer. The estimate is very sensitive to the barrier: at 1.07 eV desorption would match the adsorption rate of the random layer. A molecule held only weakly before it reacts is outside this model. Trimethylaluminium is such a case: it first binds to a hydroxyl oxygen as an adduct, by a few tenths of an eV, so the rates and times given here illustrate the model and do not predict this process.

**Variation 1: filling the layer from empty to half coverage**

How long does the pulse of part (d) take to fill half the sites, starting from an empty surface?

*Solution.* Let θ be the fraction of occupied sites. Suppose first that the adsorbed molecules change places quickly between adsorption events and do not interact with each other once adsorbed. The layer then stays random at every coverage. Each neighbour contributes the average factor 1 − θ + θe⁻ᵃ, and adsorption needs an empty site, so

dθ/dt = k₀ (1 − θ)(1 − θ + θe⁻ᵃ)⁴.

The mean barrier rise is 4θw, and the mean-barrier model is

dθ/dt = k₀ (1 − θ) exp(−4aθ).

Separating the variables and integrating numerically from θ = 0 to 1/2 gives k₀t = 2.70 for the local rates and 11.15 for the mean barrier. With k₀ = 352 s⁻¹ the times are 7.7 ms and 31.7 ms. The exposures, pressure times time, are 7.7 × 10⁻⁴ and 3.2 × 10⁻³ Torr s.

The times differ by a factor of 4.1, less than 5.7, because the ratio of the rates grows during filling. With b = 1 − e⁻ᵃ it is

R(θ) = (1 − bθ)⁴ exp(4aθ),

d ln R/dθ = 4 [a − b/(1 − bθ)].

R is 1 at θ = 0. The subtracted term grows with θ and reaches 2 tanh(a/2) at θ = 1/2, which is less than 2 and hence less than a = 2. The derivative is therefore positive over the whole range, and R reaches 5.67 only at the end.

Now let the adsorbed molecules stay where they land. This case was simulated on a periodic square lattice of 300 × 300 sites. Sites were picked at random, and an empty one was filled with probability exp(−2n), each pick advancing k₀t by one over the number of sites. In one run, half coverage was reached at k₀t = 12.2, or 35 ms. The empty sites then had 3.12 occupied neighbours on average, and their mean rate was 0.0088 k₀, about one twelfth of the value for a random layer. The last digits carry sampling noise: averages over repeated runs on lattices of 300 × 300 and 500 × 500 sites give k₀t = 12.3 to 12.4, 3.13 neighbours and 0.0086 to 0.0087 k₀.

Counting neighbour pairs explains the crowding. At half coverage there are as many occupied as empty sites, and each pair of unlike neighbours is seen once from either side. An occupied site therefore has, on average, as many empty neighbours as an empty site has occupied ones. Here that number is 3.12, which leaves an occupied site 0.88 occupied neighbours instead of 2. Molecules have settled preferentially away from each other, and the places left over are the crowded ones.

The filling time of the immobile layer lies close to the 31.7 ms of the mean-barrier model, but this does not support that model. It neglects the spread of barriers, which makes it too slow, and the crowding of the empty sites, which makes it too fast. The first lengthens the time by a factor of 4.1 and the second shortens it by about 4.5, so the two errors nearly cancel in this time. They do so only near half coverage: the immobile layer and the mean-barrier model reach θ = 0.3 at k₀t = 0.85 and 1.59, and θ = 0.54 at about 28 and 16.5. They do not cancel in the rate at half coverage, where the model gives 0.0183 k₀ instead of 0.0088 k₀. Even in the immobile layer, averaging the local rates gives about 4.5 times the rate at that layer's own mean barrier.

**Variation 2: the same surface at another temperature**

Keep w = 0.0815 eV and the random half-filled layer, and change the temperature to 423 K or 573 K. What is the ratio of the two rates, and what barrier rise would an Arrhenius plot of ⟨k⟩/k₀ show at 473 K?

*Solution.* The increment is now a fixed energy, so a = w/kT varies as 1/T:

R(T) = cosh⁴(w/2kT).

This gives 8.2 at 423 K and 3.4 at 573 K, compared with 5.7 at 473 K. Cooling makes the rate more sensitive to differences between barriers, and averaging the barrier becomes a worse approximation.

For the Arrhenius slope, let β = 1/kT and differentiate at fixed coverage:

−d ln⟨exp(−βwn)⟩/dβ = w ⟨n exp(−βwn)⟩ / ⟨exp(−βwn)⟩.

The fraction on the right is the mean of n over adsorption events, found in part (c). The apparent rise is 0.48w = 0.039 eV. It is smaller than the mean rise of 0.163 eV because the reacting sites have few occupied neighbours. It is also smaller than the effective rise of 0.092 eV from part (d). That quantity expresses the whole reduction of the rate as a barrier, including the part due to the scarcity of favourable sites. The slope contains only the mean barrier rise of the sites that react, because the probabilities of the configurations are fixed and drop out of the derivative except as weights. The difference between the two quantities, 1.31 kT at 473 K, measures how far the reacting sites differ from typical ones. It is 1.50 kT at 423 K and 1.01 kT at 573 K, because cooling confines the reaction to rarer sites.
